# Morse Bond Breaking under Abrasive Load and Failure of Bell's Law: test program

```python
"""
Breaking rate of a Morse bond under a tensile force, and failure of Bell's law.

Result under test, with V(x) = D (1 - exp(-a x))^2 and U(x) = V(x) - F x:
  barrier = D (s - f artanh s),  length = (2/a) artanh s,
  rate = (a / 2 pi) sqrt(D s (1+s) / mu) exp(-barrier / kT),
where f = F / Fmax, Fmax = a D / 2, s = sqrt(1 - f).
A Bell law is the tangent to the barrier at a reference load f0.
D: well depth, a: inverse range, mu: reduced mass, kT: thermal energy,
x: stretch from the unloaded length. Hartree atomic units inside.
The tests find stationary points numerically, use finite differences,
and evaluate the transition-state flux by direct quadrature.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import expit

hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
au_time = const.physical_constants["atomic unit of time"][0]
au_force = hartree / bohr
au_pressure_GPa = hartree / bohr**3 / 1e9

D, a, mu, area, temperature = 0.06, 0.8, 50000.0, 30.0, 300.0
kT = const.k * temperature / hartree
Fmax = a * D / 2
f0, f_peak, pulse_ns = 0.3, 0.6, 10.0
pulse_s = pulse_ns * 1e-9


# ---------- derived formulas ----------
def root_s(f):
    return np.sqrt(1 - f)


def barrier(f):
    return D * (root_s(f) - f * np.arctanh(root_s(f)))


def length(f):
    return 2 / a * np.arctanh(root_s(f))


def omega_well(f):
    s = root_s(f)
    return a * np.sqrt(D * s * (1 + s) / mu)


def omega_top(f):
    s = root_s(f)
    return a * np.sqrt(D * s * (1 - s) / mu)


def rate(f):
    """Harmonic transition-state rate in 1/s."""
    return omega_well(f) / (2 * np.pi) * np.exp(-barrier(f) / kT) / au_time


def bell_barrier(f):
    return D * (root_s(f0) - f * np.arctanh(root_s(f0)))


def bell_rate(f):
    return omega_well(f0) / (2 * np.pi) * np.exp(-bell_barrier(f) / kT) / au_time


def tangent_error(f, ref):
    s, r = root_s(f), root_s(ref)
    return D * (s - r - f * (np.arctanh(s) - np.arctanh(r)))


def window_estimate(ref, eta):
    return 2 * np.sqrt(eta * kT / D * ref * root_s(ref))


# ---------- independent numerical side ----------
def morse(x):
    return D * (1 - np.exp(-a * x))**2


def morse_slope(x):
    return 2 * a * D * (1 - np.exp(-a * x)) * np.exp(-a * x)


def stationary(f):
    force = f * Fmax
    middle = np.log(2) / a
    well = brentq(lambda x: morse_slope(x) - force, 0, middle, xtol=1e-13)
    top = brentq(lambda x: morse_slope(x) - force, middle, 40 / a, xtol=1e-13)
    return well, top


def numeric_barrier(f):
    well, top = stationary(f)
    return morse(top) - morse(well) - f * Fmax * (top - well)


def flux_rate(f, thermal):
    """Thermal flux through the top over the full anharmonic well integral."""
    well, top = stationary(f)
    x = np.linspace(-1.5 / a, top, 8001)
    energy = morse(x) - morse(well) - f * Fmax * (x - well)
    population = simpson(np.exp(-energy / thermal), x=x)
    flux = np.sqrt(thermal / (2 * np.pi * mu))
    return flux * np.exp(-numeric_barrier(f) / thermal) / population / au_time


# Barrier, activation length, and convexity from the two curvatures
for f in (0.02, 0.1, 0.3, 0.6, 0.9):
    well, top = stationary(f)
    assert abs(numeric_barrier(f) - barrier(f)) < 1e-11
    assert abs(top - well - length(f)) < 1e-8
    h = 1e-3
    lo, mid, hi = (numeric_barrier(f + j * h) for j in (-1, 0, 1))
    slope = (hi - lo) / (2 * h * Fmax)
    bend = (hi - 2 * mid + lo) / (h * Fmax)**2
    assert abs(slope / -(top - well) - 1) < 2e-3
    d = 1e-3
    curv = [(morse_slope(p + d) - morse_slope(p - d)) / (2 * d) for p in (well, top)]
    assert abs(bend * a**2 * D * f * root_s(f) / 2 - 1) < 5e-3
    assert abs((1 / curv[0] - 1 / curv[1]) / bend - 1) < 5e-3
    assert abs(np.sqrt(curv[0] / mu) / omega_well(f) - 1) < 1e-4
    assert abs(np.sqrt(-curv[1] / mu) / omega_top(f) - 1) < 1e-4

# Limits: logarithmic at small load, power law near the strength
small = 1e-4
drop = 1 - numeric_barrier(small) / D
assert abs(drop / (small / 2 * (1 + np.log(4 / small))) - 1) < 1e-3
near = 0.999
assert abs(numeric_barrier(near) / (D * 2 / 3 * (1 - near)**1.5) - 1) < 1e-3
well, top = stationary(8 / 9)
assert abs((top - well) - np.log(2) / a) < 1e-8

# Tangent built from finite differences: intercept, zero and sign of the error
h = 1e-4
slope0 = (numeric_barrier(f0 + h) - numeric_barrier(f0 - h)) / (2 * h)
intercept = numeric_barrier(f0) - f0 * slope0
assert abs(intercept / (D * root_s(f0)) - 1) < 1e-5
f_false = root_s(f0) / np.arctanh(root_s(f0))
assert abs(-intercept / slope0 - f_false) < 1e-5
for f in np.linspace(0.02, 0.98, 33):
    gap = numeric_barrier(f) - (intercept + slope0 * f)
    assert gap > -1e-9
    assert abs(gap - tangent_error(f, f0)) < 1e-7

# Window in which the barrier error costs less than a factor two in rate
eta = np.log(2)
edges = {}
for ref in (f0, 2 / 3):
    ref_well, ref_top = stationary(ref)

    def excess(f):
        line = numeric_barrier(ref) - (ref_top - ref_well) * (f - ref) * Fmax
        return numeric_barrier(f) - line - eta * kT

    edges[ref] = (brentq(excess, 0.01, ref), brentq(excess, ref, 0.995))
    half_width = (edges[ref][1] - edges[ref][0]) / 2
    assert abs(half_width / window_estimate(ref, eta) - 1) < 0.05

# Harmonic rate against full flux; the difference must fall with temperature
flux_ratio = {}
for f in (f0, f_peak):
    flux_ratio[f] = flux_rate(f, kT) / rate(f)
    assert abs(flux_ratio[f] - 1) < 0.06
    cold = kT / 4
    harmonic_cold = omega_well(f) / (2 * np.pi) * np.exp(-barrier(f) / cold) / au_time
    cold_ratio = flux_rate(f, cold) / harmonic_cold
    assert abs(cold_ratio - 1) < abs(flux_ratio[f] - 1) / 3

# Harmonic quantum corrections, from a level sum and barrier transmission
u_well, u_top = omega_well(f_peak) / kT, omega_top(f_peak) / kT
well_factor = np.sinh(u_well / 2) / (u_well / 2)
top_factor = (u_top / 2) / np.sin(u_top / 2)
level_sum = np.sum(np.exp(-(np.arange(400) + 0.5) * u_well))
assert abs((1 / u_well) / level_sum / well_factor - 1) < 1e-10


def transmitted(e):
    return np.exp(-e) * expit(2 * np.pi * e / u_top)


tunnel = quad(transmitted, -5, 0)[0] + quad(transmitted, 0, 50)[0]
assert abs(tunnel / top_factor - 1) < 1e-6

# One abrasive passage: half-sine force pulse
n_steps = 200000
phase = (np.arange(n_steps) + 0.5) * np.pi / n_steps
dt = pulse_s / n_steps
load = f_peak * np.sin(phase)
action = np.sum(rate(load)) * dt
bell_action = np.sum(bell_rate(load)) * dt
probability = -np.expm1(-action)
bell_probability = -np.expm1(-bell_action)
survival = np.prod(1 - rate(load) * dt)
assert abs((1 - survival) / probability - 1) < 1e-4
work_peak = f_peak * Fmax * length(f_peak)
peak_action = rate(f_peak) * pulse_s * np.sqrt(2 * kT / (np.pi * work_peak))
assert abs(peak_action / action - 1) < 0.06
# The tails left out here have loads below 0.18 and negligible rates
coarse = np.linspace(0.3, np.pi - 0.3, 121)
full_rates = [flux_rate(f_peak * np.sin(p), kT) for p in coarse]
full_action = simpson(full_rates, x=coarse) * pulse_s / np.pi
assert abs(full_action / action - 1) < 0.06
assert bell_action > 10 * action

barrier_factor = np.exp(tangent_error(f_peak, f0) / kT)
prefactor_factor = omega_well(f0) / omega_well(f_peak)
total_factor = bell_rate(f_peak) / flux_rate(f_peak, kT)
assert abs(total_factor * flux_ratio[f_peak] / (barrier_factor * prefactor_factor) - 1) < 1e-6
fixed_barrier = D - f_peak * Fmax * np.log(2) / a
assert fixed_barrier > numeric_barrier(f_peak)

print(f"well depth D = {D:.3f} hartree")
print(f"inverse range a = {a:.2f} bohr^-1")
print(f"reduced mass = {mu:.0f} electron masses")
print(f"area per bond = {area:.1f} bohr^2")
print(f"temperature = {temperature:.0f} K; kT = {kT:.6f} hartree")
print(f"D/kT = {D/kT:.2f}")
print(f"Fmax = {Fmax:.4f} hartree/bohr = {Fmax*au_force*1e9:.3f} nN")
print(f"stress at Fmax = {Fmax/area*au_pressure_GPa:.2f} GPa")
print(f"reference load f0 = {f0:.2f}; s0 = {root_s(f0):.4f}")
print(f"reference stress = {f0*Fmax/area*au_pressure_GPa:.2f} GPa")
print("load f | barrier, Bell barrier (hartree) | length (bohr)")
for f in (0.1, 0.3, 0.45, 0.6, 0.7):
    print(f"  {f:.2f} | {barrier(f):.5f}, {bell_barrier(f):.5f} | {length(f):.3f}")
print("load f | rate, Bell rate (s^-1)")
for f in (0.1, 0.3, 0.45, 0.6):
    print(f"  {f:.2f} | {rate(f):.3e}, {bell_rate(f):.3e}")
print(f"Bell zero-load barrier = {intercept:.5f} hartree")
print(f"Bell barrier vanishes at f = {f_false:.4f}")
print(f"that stress = {f_false*Fmax/area*au_pressure_GPa:.2f} GPa")
print(f"true barrier there = {barrier(f_false)/kT:.2f} kT")
for ref in (f0, 2 / 3):
    print(f"factor-2 window at f0={ref:.4f}: f = {edges[ref][0]:.4f} to {edges[ref][1]:.4f}")
    print(f"  estimated half-width in f = {window_estimate(ref, eta):.4f}")
print(f"peak load f = {f_peak:.2f}; s = {root_s(f_peak):.4f}")
print(f"peak stress = {f_peak*Fmax/area*au_pressure_GPa:.2f} GPa")
print(f"peak barrier = {barrier(f_peak)/kT:.2f} kT")
print(f"Bell barrier error at peak = {tangent_error(f_peak, f0)/kT:.3f} kT")
print(f"rate error factor from barrier = {barrier_factor:.1f}")
print(f"rate error factor from prefactor = {prefactor_factor:.3f}")
print(f"Bell rate / harmonic rate at peak = {bell_rate(f_peak)/rate(f_peak):.1f}")
print(f"fixed-length (ln2/a) barrier at peak = {fixed_barrier:.5f} hartree")
print(f"  its excess over true barrier = {(fixed_barrier-barrier(f_peak))/kT:.1f} kT")
print(f"full flux / harmonic rate at f0 = {flux_ratio[f0]:.4f}")
print(f"full flux / harmonic rate at peak = {flux_ratio[f_peak]:.4f}")
print(f"hbar omega/kT at peak: well {u_well:.3f}, top {u_top:.3f}")
print(f"quantum factors at peak: well {well_factor:.4f}, top {top_factor:.4f}")
print(f"pulse duration = {pulse_ns:.1f} ns")
periods = pulse_s / au_time * omega_well(f_peak) / (2 * np.pi)
print(f"well vibrations per pulse = {periods:.3e}")
print(f"integrated rate H = {action:.5f}; peak estimate = {peak_action:.5f}")
print(f"H from full flux = {full_action:.5f}")
print(f"H from Bell law = {bell_action:.3f}")
print(f"breaking probability per pulse = {probability:.5f}")
print(f"Bell breaking probability = {bell_probability:.5f}")
print("done: every assertion held")
```

Printed output:

```
well depth D = 0.060 hartree
inverse range a = 0.80 bohr^-1
reduced mass = 50000 electron masses
area per bond = 30.0 bohr^2
temperature = 300 K; kT = 0.000950 hartree
D/kT = 63.16
Fmax = 0.0240 hartree/bohr = 1.977 nN
stress at Fmax = 23.54 GPa
reference load f0 = 0.30; s0 = 0.8367
reference stress = 7.06 GPa
load f | barrier, Bell barrier (hartree) | length (bohr)
  0.10 | 0.04601, 0.04294 | 4.546
  0.30 | 0.02842, 0.02842 | 3.025
  0.45 | 0.01874, 0.01753 | 2.385
  0.60 | 0.01111, 0.00664 | 1.864
  0.70 | 0.00703, -0.00062 | 1.538
load f | rate, Bell rate (s^-1)
  0.10 | 7.271e-09, 1.679e-07
  0.30 | 7.280e-01, 7.280e-01
  0.45 | 1.783e+04, 6.919e+04
  0.60 | 4.891e+07, 6.576e+09
Bell zero-load barrier = 0.05020 hartree
Bell barrier vanishes at f = 0.6915
that stress = 16.28 GPa
true barrier there = 7.73 kT
factor-2 window at f0=0.3000: f = 0.2002 to 0.4094
  estimated half-width in f = 0.1050
factor-2 window at f0=0.6667: f = 0.5373 to 0.7960
  estimated half-width in f = 0.1300
peak load f = 0.60; s = 0.6325
peak stress = 14.12 GPa
peak barrier = 11.69 kT
Bell barrier error at peak = 4.702 kT
rate error factor from barrier = 110.2
rate error factor from prefactor = 1.220
Bell rate / harmonic rate at peak = 134.5
fixed-length (ln2/a) barrier at peak = 0.04752 hartree
  its excess over true barrier = 38.3 kT
full flux / harmonic rate at f0 = 0.9875
full flux / harmonic rate at peak = 0.9736
hbar omega/kT at peak: well 0.937, top 0.445
quantum factors at peak: well 1.0370, top 1.0083
pulse duration = 10.0 ns
well vibrations per pulse = 5.859e+04
integrated rate H = 0.07339; peak estimate = 0.07342
H from full flux = 0.07152
H from Bell law = 7.770
breaking probability per pulse = 0.07076
Bell breaking probability = 0.99958
done: every assertion held
```
